# Orbital and spin angular momentum in the Dirac 1s state

**Q:** I take the 1s state of a one-electron atom with \(j_z=+1/2\). It is an s state, so \(L_z=0\), and the whole half unit of angular momentum must be spin: \(S_z=1/2\). The Dirac equation changes the energy, but surely not this bookkeeping?

**A:** It does change it. Your argument needs \(L_z\) and \(S_z\) to be good labels separately, so test that first. I use atomic units (\(\hbar=m=e=1\), \(c=1/\alpha\)) and a fixed point nucleus:

\[
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr ,\qquad Z\alpha<1 .
\]

This is the standard representation: \(\beta=\mathrm{diag}(1,1,-1,-1)\), the matrices \(\alpha_k\) have \(\sigma_k\) in their off-diagonal blocks, and \(\Sigma_z=2S_z\) has \(\sigma_z\) in both diagonal blocks.

The operator \(L_z=xp_y-yp_x\) commutes with \(\beta\) and with \(1/r\). From \([p_x,x]=[p_y,y]=-i\) we get \([p_x,L_z]=-ip_y\) and \([p_y,L_z]=ip_x\), so

\[
[H,L_z]=-ic(\alpha_xp_y-\alpha_yp_x).
\]

For the spin, the Pauli products give \([\alpha_x,\Sigma_z]=-2i\alpha_y\) and \([\alpha_y,\Sigma_z]=2i\alpha_x\), so

\[
[H,\tfrac12\Sigma_z]=+ic(\alpha_xp_y-\alpha_yp_x).
\]

The two cancel in the sum. \(J_z=L_z+S_z\) is conserved, but neither part is.

**Q:** An operator can fail to commute with \(H\) and still have one particular energy state as an eigenstate. Perhaps 1s is such a case.

**A:** A fair objection, and it takes the state itself to answer it. Let \(\mathbf n=\mathbf r/r\), let \(\uparrow\) and \(\downarrow\) be the Pauli spinors \((1,0)\) and \((0,1)\), and try

\[
\psi=\begin{pmatrix}R\uparrow\\ iaR\,(\boldsymbol\sigma\cdot\mathbf n)\uparrow\end{pmatrix},
\qquad R=r^{\gamma-1}e^{-Zr},\qquad \gamma=\sqrt{1-(Z\alpha)^2},
\]

with a real number \(a\) to be found. The upper pair is the large component, the lower pair the small one. We need \(R'=[(\gamma-1)/r-Z]R\).

In the lower Dirac equation, \(\boldsymbol\sigma\cdot\mathbf p\,R\uparrow=-iR'(\boldsymbol\sigma\cdot\mathbf n)\uparrow\). Cancelling the common factor \(iR(\boldsymbol\sigma\cdot\mathbf n)\uparrow\) leaves

\[
c\left(\frac{1-\gamma}{r}+Z\right)=a\left(E+c^2+\frac Zr\right).
\]

In the upper equation we use \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf F)=\nabla\cdot\mathbf F+i\boldsymbol\sigma\cdot(\nabla\times\mathbf F)\) with \(\mathbf F=R\mathbf n\). The curl of this radial field is zero and its divergence is \(R'+2R/r\). The prefactor is \((-i)(ia)=a\), so

\[
ca\left(\frac{1+\gamma}{r}-Z\right)=E-c^2+\frac Zr .
\]

Both must hold at every \(r\). The \(1/r\) terms give

\[
a=\frac{c(1-\gamma)}{Z}\qquad\text{and}\qquad a=\frac{Z}{c(1+\gamma)},
\]

which agree because \(1-\gamma^2=Z^2/c^2\). The constant term of the upper equation gives \(E=c^2-caZ=\gamma c^2\). The constant term of the lower one then holds too, since \(a(E+c^2)=ac^2(1+\gamma)=cZ\). As \(Z\alpha\to0\), \(a\to0\) and \(R\to e^{-Zr}\), the familiar 1s function.

**Q:** The large component is spherical with spin up, as I said. What does the small one contain?

**A:** Write out the matrix product:

\[
(\boldsymbol\sigma\cdot\mathbf n)\uparrow=\cos\theta\,\uparrow+\sin\theta\,e^{i\varphi}\downarrow .
\]

The first term has \(L_z=0\) and spin up. The second has \(L_z=1\) and spin down. Both have \(J_z=1/2\), as they must, but the second contradicts your assignment. The letter "s" describes the large component; the small component is a p function.

**Q:** How much of the electron is in that second term?

**A:** First the weight of the whole small component. Since \((\boldsymbol\sigma\cdot\mathbf n)^2=1\), the ratio of small to large density is \(a^2\) at every point. Multiplying the two forms of \(a\) gives

\[
a^2=\frac{1-\gamma}{1+\gamma},\qquad 1+a^2=\frac{2}{1+\gamma},\qquad
w=\frac{a^2}{1+a^2}=\frac{1-\gamma}{2}.
\]

Within the small component the shares are the averages over the sphere, \(\overline{\cos^2\theta}=1/3\) and \(\overline{\sin^2\theta}=2/3\). The probability of \(L_z=1\) with spin down is therefore

\[
p=\frac23\,w=\frac{1-\gamma}{3}.
\]

All the rest, with probability \(1-p\), has \(L_z=0\) and spin up. This joint statement is allowed because \(L_z\) and \(\Sigma_z\) commute with each other.

**Q:** Then the means follow at once.

**A:** Yes. The possible values of \(L_z\) are 0 and 1, and those of \(\Sigma_z\) are \(+1\) and \(-1\):

\[
\langle L_z\rangle=p=\frac{1-\gamma}{3},\qquad
\langle\Sigma_z\rangle=(1-p)-p=\frac{1+2\gamma}{3},\qquad
\langle S_z\rangle=\frac{1+2\gamma}{6}.
\]

The sum \(\langle L_z\rangle+\langle S_z\rangle=(2-2\gamma+1+2\gamma)/6=1/2\) is intact. The state is also not an eigenstate of \(L_z\): because \(L_z^2=L_z\) for the values 0 and 1, the variance is \(p-p^2=p(1-p)\), which is positive for \(0<Z\alpha<1\).

For \(j_z=-1/2\), start from \(\downarrow\). Then \((\boldsymbol\sigma\cdot\mathbf n)\downarrow=\sin\theta\,e^{-i\varphi}\uparrow-\cos\theta\downarrow\), and both means change sign.

**Q:** So the small component carries both means?

**A:** It carries all of \(\langle L_z\rangle\), but not all of \(\langle\Sigma_z\rangle\). The large component gives \(1-w=(1+\gamma)/2\) to \(\langle\Sigma_z\rangle\). The small one gives \(w(1/3-2/3)=-(1-\gamma)/6\). What the small component causes is the departure of \(\langle\Sigma_z\rangle\) from 1.

**Q:** I have used \(L_z=0\) for hydrogen without trouble. Show me where it starts to matter.

**A:** For small \(Z\alpha\), \(\gamma\approx1-(Z\alpha)^2/2\), so \(\langle L_z\rangle\approx(Z\alpha)^2/6\). For \(Z=1\) that is \(8.9\times10^{-6}\,\hbar\).

Now take the hydrogen-like mercury ion, \(Z=80\), where \(Z\alpha=0.5838\) and \(\gamma=0.8119\):

\[
w=\frac{1-0.8119}{2}=0.0940,\qquad
\langle L_z\rangle=\frac{1-0.8119}{3}=0.0627\,\hbar,
\]

\[
\langle\Sigma_z\rangle=\frac{1+2(0.8119)}{3}=0.8746,\qquad
\langle S_z\rangle=0.4373\,\hbar .
\]

By components, \(\langle\Sigma_z\rangle=0.9060-0.0313\), which agrees to the rounding. The standard deviation of \(L_z\) is \(\sqrt{0.0627\times0.9373}=0.242\,\hbar\), about four times the mean, as expected of a quantity that is usually 0 and occasionally 1. The light-atom estimate gives \(0.5838^2/6=0.0568\,\hbar\), about 9% below the full Dirac-Coulomb value.

In this model the binding energy \((1-\gamma)c^2\) is about 96,100 eV, against 87,100 eV without relativity, and the mean radius is 0.0087 angstrom. Nuclear size, recoil and quantum-electrodynamic corrections are left out. Nuclear size alone already moves the last digit of the means above: a Gaussian charge distribution of rms radius 5.46 fm, about that of mercury, lowers the binding energy by about 54 eV and gives \(w=0.0939\), \(\langle L_z\rangle=0.0626\,\hbar\), \(\langle\Sigma_z\rangle=0.8748\) and \(\langle S_z\rangle=0.4374\,\hbar\).

**Q:** Does the result rest on my trusting your trial spinor?

**A:** Not on trust. We substituted it into both Dirac equations above, and the program also applies the full four-component \(H\) to it at random points and confirms \(H\psi=\gamma c^2\psi\). The means were then found by three-dimensional quadrature over this same spinor, with \(L_z\) applied as a differential operator; that tests the averaging, not the spinor. The small weight was found again by diagonalizing the radial Dirac equation for \(Z=80\) in a Gaussian basis that does not use \(\gamma\) or the trial radial function, though it does assume the same angular structure; it gave 0.0940. The numerical output lists the quadrature means and this weight.

**Q:** What happens at the other end, for very large charge?

**A:** As \(Z\alpha\to1\) from below, \(\gamma\to0\). Then \(w\to1/2\), \(\langle L_z\rangle\to1/3\) and \(\langle S_z\rangle\to1/6\), so the orbital part would exceed the spin part. This is a limit of the point-nucleus formula. Beyond \(Z\alpha=1\), \(\gamma\) is imaginary and the formula no longer applies.

For another spherical potential, the state that grows out of a spherical, spin-up large component keeps the same angular structure, because the lower equation makes the small component \(c\,\boldsymbol\sigma\cdot\mathbf p\) acting on the large one, divided by a function of \(r\). Then \(\langle L_z\rangle=2w/3\) and \(\langle\Sigma_z\rangle=1-4w/3\) still hold, but \(w=(1-\gamma)/2\) belongs to the point Coulomb field.

**Q:** Could I see this in a magnetic field? I would put your means into \(L_z+2S_z\) and read off the g factor.

**A:** The g factor does change, but that recipe gives the wrong value. In the Dirac equation a field enters through \(\mathbf p\to\mathbf p+\mathbf A\) for an electron of charge \(-1\), so the coupling is \(c\,\boldsymbol\alpha\cdot\mathbf A\). For a weak uniform field \(B\) along \(z\), \(\mathbf A=\tfrac B2(-y,x,0)\), and to first order

\[
\Delta E=\frac{cB}{2}\langle x\alpha_y-y\alpha_x\rangle .
\]

Define \(g\) by \(\Delta E=g\mu_BBj_z\). With \(\mu_B=1/2\) and \(j_z=1/2\) this is \(gB/4\), so \(g=2c\langle x\alpha_y-y\alpha_x\rangle\).

The matrices \(\alpha_k\) connect large and small components, so the density of this operator is twice the real part of one cross term. The upper right element of \(n_x\sigma_y-n_y\sigma_x\) is \(-i(n_x-in_y)\), and the spin-down part of \((\boldsymbol\sigma\cdot\mathbf n)\uparrow\) is \(n_x+in_y\). Their product is \(-i\sin^2\theta\), and the density is

\[
2\,\mathrm{Re}\left[ia(-i\sin^2\theta)\right]rR^2=2a\,r\sin^2\theta\,R^2 .
\]

Average \(\sin^2\theta\) to \(2/3\) and divide by the total density \((1+a^2)R^2\) in the normalization:

\[
\langle x\alpha_y-y\alpha_x\rangle=\frac{4a}{3(1+a^2)}\langle r\rangle=\frac{2a(1+\gamma)}{3}\langle r\rangle .
\]

The radial density is proportional to \(r^{2\gamma}e^{-2Zr}\), so

\[
\langle r\rangle=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{1+2\gamma}{2Z}.
\]

With \(a(1+\gamma)=Z/c\), the mean is \((1+2\gamma)/(3c)\), and

\[
g=\frac{2(1+2\gamma)}{3}.
\]

For \(Z=80\) this is 1.749 in the point-nucleus Dirac model; the quantum-electrodynamic correction left out here is about 0.002 already for a free electron, and the finite size of the mercury nucleus adds about 0.0004, so the third decimal should not be read as a prediction for a real ion. Your recipe gives \(2\langle L_z+\Sigma_z\rangle=2(2+\gamma)/3=1.875\). The operator \(L_z+2S_z\) is the nonrelativistic magnetic coupling, and it may not simply be averaged over a four-component state. In this state the correct \(g\) equals \(2\langle\Sigma_z\rangle\).

**Q:** Is there any sense in which my original statement is right?

**A:** There is, if you change the operators. Consider

\[
U=\frac{1-ia\,\boldsymbol\alpha\cdot\mathbf n}{\sqrt{1+a^2}} .
\]

It is unitary, because \(\boldsymbol\alpha\cdot\mathbf n\) is Hermitian with square 1, so \((1-ia\,\boldsymbol\alpha\cdot\mathbf n)(1+ia\,\boldsymbol\alpha\cdot\mathbf n)=1+a^2\). Acting on \(\psi\), it gives a lower pair \(-iaR(\boldsymbol\sigma\cdot\mathbf n)\uparrow+iaR(\boldsymbol\sigma\cdot\mathbf n)\uparrow=0\) and an upper pair

\[
\frac{R\uparrow+a^2R\uparrow}{\sqrt{1+a^2}}=\sqrt{1+a^2}\,R\uparrow .
\]

In this new picture the state is spherical with spin up, and the operators written there as \(L_z\) and \(S_z\) have the sharp values 0 and 1/2. Translated back, however, they are \(U^\dagger L_zU\) and \(U^\dagger S_zU\), not the \(\mathbf r\times\mathbf p\) and \(\boldsymbol\Sigma/2\) of the Dirac equation we started from.

**Q:** Then I should say that the 1s state has \(j_z=1/2\), and give a split into orbital and spin parts only after naming the operators.

**A:** Yes. With the ordinary Dirac operators, the split is \((1-\gamma)/3\) orbital and \((1+2\gamma)/6\) spin.

## Calculated quantities

```
Hydrogen-like mercury ion, 1s, j_z = +1/2, point nucleus
nuclear charge Z = 80
fine-structure constant alpha = 0.007297353
Z*alpha = 0.583788
gamma = 0.811906
small/large amplitude ratio a = 0.322196
binding energy, closed form = 96115.8 eV
binding energy, Gaussian basis = 96115.8 eV
nonrelativistic binding = 87076.4 eV
mean radius = 0.008678 angstrom
small weight, quadrature = 0.094047
small weight, Gaussian basis = 0.094047
small part, spin up, L_z=0: probability = 0.031349
small part, spin down, L_z=1: probability = 0.062698
mean L_z, quadrature = 0.062698 hbar
mean L_z, formula = 0.062698 hbar
  from large component = 0.000000 hbar
  from small component = 0.062698 hbar
standard deviation of L_z = 0.242419 hbar
mean Sigma_z, quadrature = 0.874604
mean Sigma_z, formula = 0.874604
  from large component = 0.905953
  from small component = -0.031349
mean S_z = 0.437302 hbar
mean L_z + mean S_z = 0.500000 hbar
g factor from Dirac coupling = 1.749208
wrong g from L_z + Sigma_z = 1.874604
Table: Z, gamma, mean L_z (hbar), mean Sigma_z, mean S_z (hbar)
  1  0.99997337  8.8753e-06  0.99998225  0.49999112
 20  0.98929240  3.5692e-03  0.99286160  0.49643080
 50  0.93105940  2.2980e-02  0.95403960  0.47701980
 80  0.81190599  6.2698e-02  0.87460399  0.43730200
Z=1 estimate (Z*alpha)^2/6 = 8.8752e-06 hbar
```
